# Power-series start for the radial Dirac equations and its level errors, part 2

The first stretch $0\le r\le r_0$ of the outward integration of the radial Dirac equations is replaced by a power series with terms $m=0,\dots,M$. How far does an error in this start shift a level? Hartree atomic units are used, $c=1/\alpha_{\rm fs}$, and the energy $\varepsilon$ excludes $c^2$. For a local potential $V=-Z_0/r+\sum_{j\ge0}v_jr^j$, with $Z_0=Z$ for a point nucleus and $Z_0=0$ for a finite one,

$$rP'=-\kappa P+wQ,\qquad rQ'=\kappa Q-uP,\qquad u=\frac{r(\varepsilon-V)}{c},\quad w=u+2cr .$$

Here $u=\sum_ju_jr^j$, $w=\sum_jw_jr^j$. The regular solution $y=(P,Q)$ is

$$y=r^{\gamma}\sum_{m\ge0}(p_m,q_m)\,r^m,\qquad \gamma=\sqrt{\kappa^2-a^2},\qquad a=Z_0/c,$$

with the recursion, for $s=\gamma$ and $m\ge1$,

$$p_m=\frac{(s+m-\kappa)A_m+aB_m}{m(m+2s)},\qquad q_m=\frac{(s+m+\kappa)B_m-aA_m}{m(m+2s)},$$

$A_m=\sum_{j=1}^m w_jq_{m-j}$, $B_m=-\sum_{j=1}^m u_jp_{m-j}$. With $b=a/(\gamma+|\kappa|)$, the leading vectors are:

| | regular $(p_0,q_0)$ | irregular |
|---|---|---|
| $\kappa<0$ | $(1,-b)$ | $(-b,1)$ |
| $\kappa>0$ | $(b,1)$ | $(1,b)$ |

For a finite nucleus $a=b=0$ and $\gamma=|\kappa|$. If $V$ is also even, odd $p_m$ and even $q_m$ vanish for $\kappa<0$, even $p_m$ and odd $q_m$ for $\kappa>0$. The uniform sphere has radius $R=\sqrt{5/3}\,r_{\rm rms}$.

A faulty start is $\tilde y(r_0)=y+\delta=(1+\alpha)y+\beta y_{\rm irr}$, with $y_{\rm irr}\sim r^{-\gamma}$ the irregular solution. With $W[y,\tilde y]=P\tilde Q-Q\tilde P$,

$$W_0=W[y,y_{\rm irr}]=-\,{\rm sgn}(\kappa)\,\frac{2\gamma}{\gamma+|\kappa|},\qquad \beta=\frac{W[y,\delta]}{W_0}.$$

An error $\eta$ in the ratio of minor to dominant component gives $\beta\approx\eta\,r_0^{2\gamma}/|W_0|$ and falls as $\eta\,(r_0/r)^{2\gamma}$ near the origin. Between nodes of $P$, for $\tilde P(r_0)=P(r_0)$,

$$\frac{\tilde P}{P}=1+W\int_{r_0}^r\frac{w(r')}{r'P(r')^2}\,dr' .\tag{2}$$

At an eigenvalue $P\sim e^{-\lambda r}$ up to a power. The level shift is

$$\Delta\varepsilon=\frac{c\,\beta W_0}{\mathcal A N},\qquad N=\int_0^\infty(P^2+Q^2)\,dr,$$

to first order in $\beta/\mathcal A$. For a point nucleus $\mathcal A=1+\alpha$; for the sphere

$$\mathcal A=1+\alpha-\beta\chi,\qquad \chi=\frac{\lambda_1}{\mu}=\frac{W[y_2,y_{\rm irr}]}{W[y,y_2]}\bigg|_{R},$$

where $y_2=\lambda_1y+\mu y_{\rm irr}$ is the point-Coulomb irregular solution outside $R$.

**Truncation.** Here $\delta=-r_0^\gamma\sum_{m>M}(p_m,q_m)r_0^m$, so

$$W[y,\delta]=-r_0^{2\gamma}\sum_{i\ge0}\sum_{m>M}(p_iq_m-q_ip_m)\,r_0^{\,i+m},$$

and $\mathcal A\to1$ as $r_0\to0$. The lowest term, $i=0$ and $m=M+1$, gives

$$\Delta\varepsilon\approx-\frac{c}{N}\,(p_0q_{M+1}-q_0p_{M+1})\,r_0^{2\gamma+M+1}.\tag{3}$$

For a finite nucleus with even $V$ and odd $M$ the index $M+1$ is even, $(p_{M+1},q_{M+1})$ is parallel to $(p_0,q_0)$, and the coefficient vanishes. The terms with $i+m=M+2$ then lead:

$$\Delta\varepsilon\approx-\frac cN\,(p_0q_{M+2}-q_0p_{M+2}+p_1q_{M+1}-q_1p_{M+1})\,r_0^{2|\kappa|+M+2}.\tag{4}$$

Orders $M=1$ and $M=2$ thus share the power $2|\kappa|+3$.

For point-Coulomb states with $n=|\kappa|$, $\kappa<0$, every coefficient vanishes. Try $P=r^\gamma e^{-\lambda r}$, $Q=-bP$. The $P$ equation requires $\gamma=|\kappa|-ab$ and $\lambda=bw_1$; the $Q$ equation requires $b(\gamma+|\kappa|)=a$ and $b\lambda=-u_1$. The constant conditions hold by the definition of $b$, since $ab=a^2/(\gamma+|\kappa|)=|\kappa|-\gamma$. The others give $b^2(u_1+2c)=-u_1$, and with $1+b^2=2|\kappa|/(\gamma+|\kappa|)$ they yield $\varepsilon=c^2(\gamma/|\kappa|-1)$ and $\lambda=Z/|\kappa|$. The ratio $Q/P$ is constant, any truncation is parallel to $y$, and the level is exact for every $M$, provided the truncated sum does not vanish at $r_0$, as it does for $M=1$ at $\lambda r_0=1$.

**The start $(1,0)$.** For a point nucleus at leading order, and with the factors $r_0^{\pm\gamma}$ absorbed, $(1,0)$ is resolved along the two leading vectors. For $\kappa<0$, $\mathcal A=1/(1-b^2)$ and $W=b\,r_0^{2\gamma}$. For $\kappa>0$, $\mathcal A=-b/(1-b^2)$, the irregular weight is $1/(1-b^2)$, their ratio is $-1/b$, and $W=-r_0^{2\gamma}$. Hence $\Delta\varepsilon\approx cb(1-b^2)r_0^{2\gamma}/N$ and $c(1-b^2)r_0^{2\gamma}/(bN)$ respectively. For a finite nucleus and $\kappa>0$ the vector $(1,0)$ is the leading irregular vector itself.

## Procedure

1. Build $u_j$, $w_j$ and the leading vector from the table.
2. Run the recursion on the products $p_mr_0^m$, $q_mr_0^m$, with $u_jr_0^j$ in place of $u_j$. The recursion keeps its form, and the factors $R^{-m}$ never appear alone.
3. Sum, multiply by $r_0^\gamma$, and recompute at each trial energy.
4. Integrate in $\ln r$, in which the equations have bounded coefficients at the origin, and place a mesh point at $R$, where $V''$ jumps.
5. Match near the outer turning point to a solution integrated inward.

## Example: hydrogen-like Ba⁵⁵⁺

The model is the one-electron Dirac equation with $Z=56$ and a fixed nucleus, either a point or a uniform sphere with a rough rms radius of 4.8 fm, $R=1.171020\times10^{-4}$ bohr. The long energies below test the numerics of this model and are not predictions for the ion. With $c=137.036$, $a=0.408652$, $\gamma=0.912690$, $b=0.408652/1.912690=0.213653$ and $|W_0|=1.825381/1.912690=0.954352$.

**Coefficients.** For $2s_{1/2}$ and a point nucleus, $\varepsilon=-414.467686$ Eh, in units of $Z$: $u_1=\varepsilon/(cZ)=-0.054009$, $w_1=2c/Z+u_1=4.840134$, $A_1=-bw_1=-1.034109$, $B_1=0.054009$. Then $p_1=(2.912690A_1+aB_1)/2.825381=-1.058253$ and $q_1=(0.912690B_1-aA_1)/2.825381=0.167016$. For the sphere, in units of $R$ and with $v_0=-7.173231\times10^5$ Eh: $u_1=0.612623$, $w_1=0.644717$, $u_3=-a/2=-0.204326$, where $a$ still denotes $Z/c$. For $\kappa=-1$ this gives $q_1=-u_1/3=-0.204208$, $p_2=w_1q_1/2=-0.065828$ and $q_3=-(u_1p_2+u_3)/5=0.048931$; for $\kappa=+1$, $p_1=w_1/3=0.214906$. The finite size raises $2s_{1/2}$ by 0.021 Eh (0.57 eV) and $2p_{1/2}$ by $7.3\times10^{-4}$ Eh (0.020 eV); the second figure is already uncertain, since rms radii from 4.75 to 4.85 fm give 0.56 to 0.59 eV for $2s_{1/2}$, and a Gaussian charge of the same rms radius lowers the shifts by about 0.5%.

**Damping.** With $\eta=10^{-3}$ at $r_0=10^{-6}$ bohr, $\beta=10^{-3}\times10^{-6\times1.825381}/0.954352=1.1695\times10^{-14}$, against $1.1694\times10^{-14}$ extracted after integration for both signs of $\kappa$. The ratio error at $10r_0$ is predicted as $10^{-3-1.825381}=1.495\times10^{-5}$ and found as $1.496\times10^{-5}$. The power over the next decade is 1.82 for the point nucleus and 1.99 for the sphere started at $R/300$.

**Regrowth.** For $1s$ with $\eta=10^{-3}$ at $r_0=10^{-4}$ bohr, integration and (2) agree on $\tilde P/P-1=2.55\times10^{-4}$, $2.61\times10^{-4}$, $5.33\times10^{-4}$ and $1.455$ at $Zr=0.1$, 1, 5 and 10. The plateau is a rescaling: with $P\approx r^\gamma$ in (2) it is $\eta[a/2\gamma+w_1r_0/(2\gamma-1)]=\eta\,(0.224+0.032)$, using $w_1=262.1$ from $\varepsilon=-1639.575$ Eh.

**Level errors** from shooting, in Eh relative to the converged series start of the same model; the power is measured by halving $r_0$.

| start | $2s_{1/2}$ | $2p_{1/2}$ | power ($2s$) | predicted |
|---|---|---|---|---|
| point, $(1,0)$, $Zr_0=0.002$ | $1.058\times10^{-2}$ | $8.006\times10^{-3}$ | 1.821 | 1.825 |
| point, $M=0$, $Zr_0=0.01$ | $5.733\times10^{-4}$ | $5.733\times10^{-4}$ | 2.814 | 2.825 |
| point, $M=1$, $Zr_0=0.02$ | $-4.179\times10^{-5}$ | $-4.179\times10^{-5}$ | 3.818 | 3.825 |
| sphere, $M=0$, $0.25R$ | $1.510\times10^{-3}$ | $5.535\times10^{-5}$ | 2.972 | 3 |
| sphere, $M=1$, $0.6R$ | $-1.317\times10^{-3}$ | $-4.553\times10^{-5}$ | 4.983 | 5 |
| sphere, $M=2$, $0.6R$ | $-1.817\times10^{-3}$ | $-6.384\times10^{-5}$ | 4.983 | 5 |

The formula $c\beta W_0/(\mathcal AN)$ reproduces the truncated starts to the five printed figures and the $(1,0)$ starts to about $10^{-4}$ of the shift. For $2s$ in the sphere with $M=0$, $\chi R^2=0.490$, $\alpha=1.226\times10^{-2}$ and $\beta\chi=1.54\times10^{-3}$, so omitting $\chi$ would misstate that shift by 0.15% of itself.

Equation (3) for $2s$, point, $M=0$, $Zr_0=0.005$: the coefficient is $0.167016-0.213653\times1.058253=-0.059083$, $r_0^{2\gamma}=(0.005/56)^{1.825381}=4.061\times10^{-8}$, $N=2.000609\times10^{-5}$, and $\Delta\varepsilon=137.036\times0.059083\times0.005\times4.061\times10^{-8}/N=8.22\times10^{-5}$ Eh, 0.8% above the shooting value $8.153\times10^{-5}$ Eh.

Three features of the table need comment. First, $M=2$ is worse than $M=1$ in the sphere. The coefficients are $q_3=0.048931$ from (3) and $q_3-q_1p_2=0.048931-0.013443=0.035488$ from (4), in the ratio 1.379, against the observed $1.8172/1.3172=1.380$. With $cR^2/N=0.48559$, $M=2$ at $0.3R$ gives $-0.48559\times0.048931\times0.3^5=-5.77\times10^{-5}$ Eh, against $-5.744\times10^{-5}$ Eh. Second, the start $(1,0)$ shifts $2p_{1/2}$ less than $2s_{1/2}$ although its irregular weight is $-4.68$ times the regular one. The two leading formulas have the ratio $N_{2s}/(b^2N_{2p})=2.0006\times10^{-5}/(0.045648\times5.7978\times10^{-4})=0.756$, and $0.7565$ is observed: the larger $N$ for unit leading coefficient means a much smaller normalized density near the nucleus. Third, the truncation errors of $2s_{1/2}$ and $2p_{1/2}$ coincide for the point nucleus. The printed coefficients confirm it for $M=0$, where coefficient over $N$ is $-0.059083/2.000609\times10^{-5}=-2953$ and $-1.712218/5.797776\times10^{-4}=-2953$. The equality is an observation in this example and is not derived here.

## Settings

**Order before radius.** For a point nucleus, by (3), each order adds one power of $r_0$. Scaling the $2s$ point entries with their leading powers to an error of $10^{-8}$ Eh, $M=1$ needs $Zr_0\approx0.02/4179^{1/3.825}\approx0.002$, while $(1,0)$ needs $Zr_0\approx0.002/(1.058\times10^6)^{1/1.825}\approx10^{-6}$. A high order removes the issue: with $M=50$, point-nucleus shooting matches the Sommerfeld energies within the asserted $2\times10^{-7}$ Eh, and sphere starts at $R/3$ and at $R$ agree within the asserted $10^{-7}$ Eh.

**Finite nucleus.** Keep $r_0\le R$ for the sphere. For even $V$ stop at odd $M$, since the next even order does not raise the power.

**Error estimate.** The first omitted terms inserted in (3) or (4), with $N$ in the normalization of the table, estimate the error at no extra integration. The estimate holds for $Zr_0\ll1$, or $r_0$ well inside $R$, unless the leading coefficient is small through cancellation; for the tabulated orders it is asserted to within 4% of the shift at the smaller radii. Cancellation occurs for $2s_{1/2}$ in the sphere at $M=3$: the coefficient in (4) is $q_5-q_1p_4=-0.003525+0.003741=2.2\times10^{-4}$, the estimate at $0.3R$ is $-2.3\times10^{-8}$ Eh against $-1.8\times10^{-8}$ Eh from shooting, and the power seen between $0.6R$ and $0.3R$ is 4.6 instead of the asymptotic 7. The next terms must then be kept or $r_0$ reduced.

**Matching point.** By (2), an outward run beyond the turning point amplifies any admixture relative to $P$ as $e^{2\lambda r}$, rounding and step errors included, so it should stop there. The level shift caused by the start error does not depend on the matching radius and is not reduced by this choice.

**Validation.** Point-Coulomb $1s_{1/2}$ and $2p_{3/2}$ cannot detect truncation: $M=0$ at $Zr_0=0.05$ already returns $-1639.5753397$ and $-396.1791100$ Eh, the Sommerfeld values. Use $2s_{1/2}$ and $2p_{1/2}$, halve $r_0$, and compare the observed power with the prediction.

The numerical check that follows also tests the series for $\kappa=\pm1,\pm2$ against integration from an arbitrary vector deep inside, for screened point, sphere and Gaussian potentials, and against spherical Bessel functions for a constant potential.

## Table of computed values

```
c = 137.035999 au, Z = 56, a = Z/c = 0.408652, c*sqrt(3)/2 = 118.68
rms = 4.8 fm (rough input), R = 1.171020e-04 bohr, Z R = 0.006558
sphere v0 = -7.173231e+05 Eh, v2 = 1.743671e+13 Eh/bohr^2
point |kap|=1: gamma = 0.912690, 2 gamma = 1.825381, b = 0.213653, |W0| = 0.954352
start (1,0), kap=+1: irregular/regular weight -1/b = -4.6805
1s1/2 point, M=0 at Z r0=0.05: -1639.5753397 Eh, Sommerfeld -1639.5753397 Eh
2p3/2 point, M=0 at Z r0=0.05: -396.1791100 Eh, Sommerfeld -396.1791100 Eh
2s1/2 point: eps = -414.4676860 Eh, N = 2.000609e-05 au
  p_m Z^-m, m=0..3: 1.000000 -1.058253 0.410362 -0.093768
  q_m Z^-m, m=0..3: -0.213653 0.167016 -0.057467 0.012311
2s1/2 sphere: eps = -414.4465688 Eh, N = 3.869815e-06 au
  p_m R^m, m=0..3: 1.000000 0.000000 -0.065828 0.000000
  q_m R^m, m=0..3: 0.000000 -0.204208 0.000000 0.048931
2s1/2 finite-size shift = 2.11171e-02 Eh = 0.57463 eV
2p1/2 point: eps = -414.4676860 Eh, N = 5.797776e-04 au
  p_m Z^-m, m=0..3: 0.213653 1.565190 -0.828183 0.214098
  q_m Z^-m, m=0..3: 1.000000 -0.688162 0.221140 -0.045395
2p1/2 sphere: eps = -414.4669525 Eh, N = 1.112020e-04 au
  p_m R^m, m=0..3: 0.000000 0.214906 0.000000 -0.049353
  q_m R^m, m=0..3: 1.000000 0.000000 -0.065828 0.000000
2p1/2 finite-size shift = 7.33494e-04 Eh = 0.01996 eV
Sommerfeld 2s1/2 = 2p1/2 = -414.4676860 Eh
damping of a ratio error eta = 0.001 (errors at 10 r0, 100 r0)
  2s1/2 point r0=1.000e-06 bohr: beta=1.1694e-14 au, 1.4962e-05, 2.2607e-07, power 1.821
  2p1/2 point r0=1.000e-06 bohr: beta=1.1694e-14 au, 1.4963e-05, 2.2524e-07, power 1.822
  2s1/2 sphere r0=3.903e-07 bohr: beta=1.5237e-16 au, 1.0001e-05, 1.0143e-07, power 1.994
  2p1/2 sphere r0=3.903e-07 bohr: beta=1.5237e-16 au, 1.0001e-05, 1.0143e-07, power 1.994
1s regrowth, eta = 0.001 at r0 = 0.0001 bohr: Pt/P - 1
  Z r =  0.1: integrated 2.54925e-04, formula 2.54925e-04
  Z r =  1.0: integrated 2.61384e-04, formula 2.61384e-04
  Z r =  5.0: integrated 5.33463e-04, formula 5.33463e-04
  Z r = 10.0: integrated 1.45522e+00, formula 1.45522e+00
2s1/2 sphere: chi R^2 = 0.49020; M=0, r0=R/4: alpha = 1.22600e-02, beta chi = 1.54079e-03
2p1/2 sphere: chi R^2 = -0.50223; M=0, r0=R/4: alpha = 1.22728e-02, beta chi = 1.66233e-03
level error (Eh): shooting at r0 | formula at r0 | shooting at r0/2 | power | predicted
  2s1/2 point (1,0) Z r0=0.002: 1.0582e-02 | 1.0583e-02 | 2.9954e-03 | 1.821 | 1.825
  2s1/2 point M=0 Z r0=0.010: 5.7328e-04 | 5.7328e-04 | 8.1526e-05 | 2.814 | 2.825
  2s1/2 point M=1 Z r0=0.020: -4.1794e-05 | -4.1794e-05 | -2.9629e-06 | 3.818 | 3.825
  2s1/2 sphere M=0 r0/R=0.25: 1.5101e-03 | 1.5101e-03 | 1.9240e-04 | 2.972 | 3.000
  2s1/2 sphere M=1 r0/R=0.60: -1.3172e-03 | -1.3172e-03 | -4.1664e-05 | 4.983 | 5.000
  2s1/2 sphere M=2 r0/R=0.60: -1.8172e-03 | -1.8172e-03 | -5.7442e-05 | 4.983 | 5.000
  2p1/2 point (1,0) Z r0=0.002: 8.0057e-03 | 8.0066e-03 | 2.2653e-03 | 1.821 | 1.825
  2p1/2 point M=0 Z r0=0.010: 5.7328e-04 | 5.7328e-04 | 8.1526e-05 | 2.814 | 2.825
  2p1/2 point M=1 Z r0=0.020: -4.1794e-05 | -4.1794e-05 | -2.9629e-06 | 3.818 | 3.825
  2p1/2 sphere M=0 r0/R=0.25: 5.5346e-05 | 5.5346e-05 | 7.0473e-06 | 2.973 | 3.000
  2p1/2 sphere M=1 r0/R=0.60: -4.5530e-05 | -4.5530e-05 | -1.4389e-06 | 4.984 | 5.000
  2p1/2 sphere M=2 r0/R=0.60: -6.3836e-05 | -6.3836e-05 | -2.0167e-06 | 4.984 | 5.000
```
